# Capillary forces in rough trenches by constrained surface-energy minimisation: verification in Python

```python
"""Equilibrium liquid in a trench with line-edge roughness, by energy minimisation.

Result under test: the minimiser h(x,y) of
    E = gamma*(surface area) - gamma*cos(theta)*(wetted wall area), fixed volume V,
meets the walls at the Young angle theta, has gauge pressure
    p = -2*gamma*r*cos(theta)/w,
and pulls the walls together with the force per trench length
    F/L = gamma*(2*r*cos(theta)*H/w + f0),  f0 independent of the fill H = V/(w*L).
w: mean gap, L: period along y, r: wall contour length / L (mean of both walls).
Internally lengths are in nm and gamma = 1, so energy is in gamma*nm^2,
force in gamma*nm and pressure in gamma/nm.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

PERIOD = 60.0
GAP = 40.0
FILL = 60.0
THETA = np.radians(60.0)
K1 = 2 * np.pi / PERIOD


def right_rough(y):
    return 2.0 * np.cos(K1 * y) + 1.0 * np.cos(2 * K1 * y + 1.0)


def right_slope(y):
    return -2.0 * K1 * np.sin(K1 * y) - 2 * K1 * np.sin(2 * K1 * y + 1.0)


def left_rough(y):
    return 2.0 * np.cos(K1 * y + 2.0) + 1.0 * np.cos(2 * K1 * y - 1.0)


def left_slope(y):
    return -2.0 * K1 * np.sin(K1 * y + 2.0) - 2 * K1 * np.sin(2 * K1 * y - 1.0)


def corners(f):
    """Values of a grid field at the three corners of every triangle."""
    a, b, c, d = f[:-1, :-1], f[1:, :-1], f[1:, 1:], f[:-1, 1:]
    first = np.stack([a.ravel(), b.ravel(), c.ravel()], axis=1)
    second = np.stack([a.ravel(), c.ravel(), d.ravel()], axis=1)
    return np.concatenate([first, second])


def minimise(gap, volume, theta, nx, rough=1.0):
    """Newton minimisation of the triangulated surface energy at fixed volume."""
    ny = 3 * nx // 2
    y = PERIOD * np.arange(ny + 1) / ny
    xl = -gap / 2 + rough * left_rough(y)
    xr = gap / 2 + rough * right_rough(y)
    xi = np.linspace(0, 1, nx + 1)[:, None] * np.ones((1, ny + 1))
    X = xl + xi * (xr - xl)
    Y = np.ones((nx + 1, 1)) * y
    index = np.arange(nx + 1)[:, None] * ny + (np.arange(ny + 1) % ny)[None, :]
    n = (nx + 1) * ny
    t, px, py = corners(index), corners(X), corners(Y)
    area = 0.5 * ((px[:, 1] - px[:, 0]) * (py[:, 2] - py[:, 0])
                  - (px[:, 2] - px[:, 0]) * (py[:, 1] - py[:, 0]))
    assert area.min() > 0
    bx = (np.roll(py, -1, 1) - np.roll(py, -2, 1)) / (2 * area[:, None])
    by = (np.roll(px, -2, 1) - np.roll(px, -1, 1)) / (2 * area[:, None])
    vol_w = np.bincount(t.ravel(), np.repeat(area / 3, 3), n)
    wall_w = np.zeros(n)
    for row in (0, nx):
        length = np.hypot(np.diff(X[row]), np.diff(Y[row]))
        np.add.at(wall_w, index[row, :-1], length / 2)
        np.add.at(wall_w, index[row, 1:], length / 2)
    c = np.cos(theta)

    def slopes(h):
        gx, gy = (bx * h[t]).sum(1), (by * h[t]).sum(1)
        return gx, gy, np.sqrt(1 + gx**2 + gy**2)

    def energy(h):
        return area @ slopes(h)[2] - c * (wall_w @ h)

    h = np.full(n, volume / vol_w.sum())
    rows, cols = np.repeat(t, 3, axis=1).ravel(), np.tile(t, (1, 3)).ravel()
    for _ in range(40):
        gx, gy, W = slopes(h)
        proj = bx * gx[:, None] + by * gy[:, None]
        grad = np.bincount(t.ravel(), (proj * (area / W)[:, None]).ravel(), n)
        grad -= c * wall_w
        p = grad.sum() / vol_w.sum()
        residual = grad - p * vol_w
        if np.abs(residual).max() < 1e-10:
            break
        local = (bx[:, :, None] * bx[:, None, :] + by[:, :, None] * by[:, None, :])
        local = local / W[:, None, None]
        local -= proj[:, :, None] * proj[:, None, :] / W[:, None, None]**3
        local *= area[:, None, None]
        K = coo_matrix((local.ravel(), (rows, cols)), shape=(n, n)).tocsc()
        lu = splu(K[1:, 1:].tocsc(), permc_spec="MMD_AT_PLUS_A",
                  diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))
        step = np.concatenate([[0.0], lu.solve(-residual[1:])])
        step -= (vol_w @ step) / vol_w.sum()
        scale, old = 1.0, energy(h)
        while energy(h + scale * step) > old + 1e-9:
            scale /= 2
            assert scale > 1e-8, "line search failed"
        h = h + scale * step
    else:
        raise AssertionError("Newton iteration did not converge")
    return SimpleNamespace(h=h, grid=h[index], p=p, E=energy(h), X=X, Y=Y, xi=xi,
                           t=t, area=area, bx=bx, by=by, gx=gx, gy=gy, W=W,
                           wall_w=wall_w, y=y, gap=xr - xl, nx=nx, theta=theta,
                           volume=volume, rough=rough)


def force(s, v):
    """Derivative of minimum energy for a mesh motion v (0 left wall, 1 right wall)."""
    vt = corners(v)
    vx, vy = (s.bx * vt).sum(1), (s.by * vt).sum(1)
    mean_h = s.h[s.t].mean(1)
    density = (s.W - s.p * mean_h) * vx - s.gx * (s.gx * vx + s.gy * vy) / s.W
    return s.area @ density


def wall_force(s):
    """Pressure plus contact-line pull on the right wall, summed along it."""
    h = s.grid[-1]
    dx, dy, dh = np.diff(s.X[-1]), np.diff(s.y), np.diff(h)
    length = np.hypot(dx, dy)
    mean_h = (h[1:] + h[:-1]) / 2
    return np.sum(-s.p * mean_h * dy
                  + np.sin(s.theta) * np.sqrt(1 + (dh / length)**2) * dy
                  - np.cos(s.theta) * dh * dx / length)


def contact_angles(s):
    """Angles in degrees from one-sided differences of the computed heights."""
    g, y, gap = s.grid[:, :-1], s.y[:-1], s.gap[:-1]
    dxi, dy = 1.0 / s.nx, s.y[1]
    result = []
    for side in (-1, 1):
        if side == 1:
            wall, d_xi = g[-1], (3 * g[-1] - 4 * g[-2] + g[-3]) / (2 * dxi)
            slope = s.rough * right_slope(y)
        else:
            wall, d_xi = g[0], (-3 * g[0] + 4 * g[1] - g[2]) / (2 * dxi)
            slope = s.rough * left_slope(y)
        hx = d_xi / gap
        hy = (np.roll(wall, -1) - np.roll(wall, 1)) / (2 * dy) - hx * slope
        cosine = side * (hx - slope * hy) / np.sqrt(1 + slope**2)
        cosine /= np.sqrt(1 + hx**2 + hy**2)
        result.append(np.degrees(np.arccos(cosine)))
    return np.concatenate(result)


def fitted_curvature(s, x0, y0, radius=6.0):
    """Divergence of grad(h)/W at a point, from a local quartic fit."""
    u, v = (s.X - x0).ravel() / radius, (s.Y - y0).ravel() / radius
    near = u**2 + v**2 < 1
    powers = [(i, j) for i in range(5) for j in range(5 - i)]
    basis = np.stack([u[near]**i * v[near]**j for i, j in powers], axis=1)
    coef = np.linalg.lstsq(basis, s.grid.ravel()[near], rcond=None)[0]
    q = dict(zip(powers, coef))
    hx, hy = q[1, 0] / radius, q[0, 1] / radius
    hxx, hyy, hxy = (2 * q[2, 0] / radius**2, 2 * q[0, 2] / radius**2,
                     q[1, 1] / radius**2)
    top = (1 + hy**2) * hxx - 2 * hx * hy * hxy + (1 + hx**2) * hyy
    return top / (1 + hx**2 + hy**2)**1.5


VOLUME = GAP * PERIOD * FILL
cos_t, sin_t = np.cos(THETA), np.sin(THETA)
contour = [quad(lambda y: np.sqrt(1 + f(y)**2), 0, PERIOD, limit=200)[0]
           for f in (left_slope, right_slope)]
r_wall = sum(contour) / (2 * PERIOD)
suction = 2 * r_wall * cos_t / GAP

# Smooth trench against the circular-arc solution
smooth = minimise(GAP, VOLUME, THETA, 64, rough=0.0)
f0_smooth = 0.5 * ((np.pi / 2 - THETA) / cos_t + sin_t)
F_smooth = 2 * cos_t * FILL / GAP + f0_smooth
F_smooth_fe = force(smooth, smooth.xi) / PERIOD
arc_depth = GAP / (2 * cos_t) * (1 - sin_t)
fe_depth = smooth.grid[-1, 0] - smooth.grid[32, 0]
assert abs(F_smooth_fe / F_smooth - 1) < 5e-4
assert abs(fe_depth / arc_depth - 1) < 5e-3

# Rough trench on four meshes
meshes = [16, 32, 64, 128]
sols = [minimise(GAP, VOLUME, THETA, m) for m in meshes]
F = np.array([force(s, s.xi) for s in sols]) / PERIOD
F_wall = np.array([wall_force(s) for s in sols]) / PERIOD
E = np.array([s.E for s in sols])
order_F = np.log2(abs((F[2] - F[1]) / (F[3] - F[2])))
order_E = np.log2(abs((E[2] - E[1]) / (E[3] - E[2])))
F_best = F[3] + (F[3] - F[2]) / 3
assert abs(order_F - 2) < 0.25 and abs(order_E - 2) < 0.25
assert abs(F[3] / F_best - 1) < 1e-3
assert abs(F_wall[3] / F_best - 1) < 3e-3

# Young angle, never imposed on the shape
angle_err = [np.abs(contact_angles(s) - np.degrees(THETA)).max() for s in sols]
assert angle_err[3] < 0.5 and angle_err[3] < angle_err[1] / 3

# Uniform Laplace pressure from the local shape
mid = sols[2]
curvatures = np.array([fitted_curvature(mid, x0, y0)
                       for x0 in (-8, 0, 8) for y0 in (20, 30, 40)])
curv_err = np.abs(curvatures / suction - 1).max()
assert curv_err < 0.01

# Force through bands at two different places in the liquid
fine = sols[3]
bands = [force(fine, np.clip((fine.X - x0 + 5) / 10, 0, 1)) / PERIOD
         for x0 in (-8, 8)]
assert max(abs(b / F_best - 1) for b in bands) < 2e-3

# Force from differences of minimum energies at fixed volume, two fills
dw = 0.1


def energy_slope(volume):
    plus = minimise(GAP + dw, volume, THETA, 64).E
    minus = minimise(GAP - dw, volume, THETA, 64).E
    return (plus - minus) / (2 * dw * PERIOD)


F_difference = energy_slope(VOLUME)
assert abs(F_difference / F[2] - 1) < 1e-4
f0_rough = F_best - suction * FILL
F_half_law = suction * FILL / 2 + f0_rough
F_half_difference = energy_slope(VOLUME / 2)
assert abs(F_half_difference / F_half_law - 1) < 2e-3

# An overhanging competitor of equal volume must cost more energy
wave = 3.0 * np.sin(6 * np.pi * mid.xi)
cx, cy, cz = corners(mid.X + wave), corners(mid.Y), corners(mid.grid + wave)
e1 = np.stack([q[:, 1] - q[:, 0] for q in (cx, cy, cz)], axis=1)
e2 = np.stack([q[:, 2] - q[:, 0] for q in (cx, cy, cz)], axis=1)
normal = np.cross(e1, e2) / 2
assert normal[:, 2].min() < 0
shift = (VOLUME - normal[:, 2] @ cz.mean(1)) / normal[:, 2].sum()
z_flat = (mid.grid + wave + shift)[:, :-1].ravel()
E_over = np.linalg.norm(normal, axis=1).sum() - cos_t * (mid.wall_w @ z_flat)
assert E_over > mid.E

# Engineering values: water between photoresist lines, rough typical inputs
gamma, line_w, line_h, modulus = 0.072, 40.0, 90.0, 3e9
temperature, density = 298.0, 1000.0
assert fine.grid.min() > 0 and fine.grid.max() < line_h
p_pa = suction * gamma * 1e9
right = fine.grid[-1, :-1]
displacement = right_rough(fine.y[:-1])
sigma = np.sqrt(np.mean(displacement**2))

# Sizes of neglected effects
base = force(sols[1], sols[1].xi)
hysteresis = []
for degrees in (50, 70):
    s = minimise(GAP, VOLUME, np.radians(degrees), 32)
    hysteresis.append(force(s, s.xi) / base - 1)
arm = right.mean() * 1e-9
bending = modulus * (line_w * 1e-9)**3 / 12
line_pull = gamma * F_best - p_pa * arm
lean = (p_pa * arm**4 / 8 + line_pull * arm**3 / 3) / bending * 1e9
elastic_gain = 2 * (suction * FILL / F_best) * (2 * lean / GAP)
tolman = 0.1 * suction
wall64 = mid.grid[-1, :-1]
bend64 = (np.roll(wall64, 1) - 2 * wall64 + np.roll(wall64, -1)) / mid.y[1]**2
line_tension = 1e-11 * np.abs(bend64).max() * 1e9 / gamma
thermal = np.sqrt(const.k * temperature / (2 * np.pi * gamma)
                  * np.log(GAP / 0.3)) * 1e9
film = (1e-20 / (6 * np.pi * p_pa))**(1 / 3) * 1e9
gravity = density * const.g * FILL * 1e-9 / p_pa
bubble = 2 * gamma / (p_pa - const.atm) * 1e9

print(f"gap {GAP:.0f} nm, period {PERIOD:.0f} nm, mean fill {FILL:.0f} nm")
print(f"Young angle {np.degrees(THETA):.0f} deg, tension {gamma*1e3:.0f} mN/m")
print(f"line width {line_w:.0f} nm, height {line_h:.0f} nm, modulus {modulus/1e9:.0f} GPa")
print(f"right-wall roughness: rms {sigma:.3f} nm, 3 sigma {3*sigma:.2f} nm")
print(f"mean contour ratio r = {r_wall:.5f}")
print(f"smooth force/(gamma L): formula {F_smooth:.5f}, mesh {F_smooth_fe:.5f}")
print(f"smooth meniscus depth: arc {arc_depth:.4f} nm, mesh {fe_depth:.4f} nm")
for m, f, fw, a, e in zip(meshes, F, F_wall, angle_err, E):
    print(f"{m:3d} cells across: F/(gamma L) {f:.6f}, wall sum {fw:.6f}")
    print(f"    max angle error {a:.4f} deg, energy {e:.4f} gamma nm^2")
print(f"observed order: force {order_F:.3f}, energy {order_E:.3f}")
print(f"extrapolated F/(gamma L) = {F_best:.6f}")
print(f"band forces/(gamma L), centres -8 and 8 nm: {bands[0]:.6f}, {bands[1]:.6f}")
print(f"energy-difference F/(gamma L), 64 cells: {F_difference:.6f}")
print(f"fill-independent f0: rough {f0_rough:.5f}, smooth {f0_smooth:.5f}")
print(f"half fill F/(gamma L): law {F_half_law:.5f}, energies {F_half_difference:.5f}")
print(f"largest local curvature deviation {100*curv_err:.4f} %")
print(f"overhanging competitor: energy excess {E_over-mid.E:.1f} gamma nm^2")
print(f"gauge pressure {-p_pa/1e6:.4f} MPa")
print(f"force per length {gamma*F_best*1e3:.2f} mN/m")
print(f"force per period {gamma*F_best*PERIOD:.3f} nN")
print(f"force change due to roughness {100*(F_best/F_smooth-1):.3f} %")
print(f"right contact line: lowest {right.min():.3f} nm, highest {right.max():.3f} nm")
print(f"height at deepest recess {right[displacement.argmax()]:.3f} nm")
print(f"height at furthest protrusion {right[displacement.argmin()]:.3f} nm")
print(f"neglected, angle 50 / 70 deg: force {100*hysteresis[0]:+.1f} / {100*hysteresis[1]:+.1f} %")
print(f"neglected, elastic lean {lean:.3f} nm per wall, force {100*elastic_gain:+.1f} %")
print(f"neglected, Tolman length 0.1 nm: tension change {100*tolman:.2f} %")
print(f"neglected, line tension 1e-11 N: cos(theta) shift up to {line_tension:.4f}")
print(f"neglected, thermal surface roughness at {temperature:.0f} K: {thermal:.3f} nm")
print(f"neglected, adsorbed film (Hamaker 1e-20 J): {film:.2f} nm")
print(f"neglected, gravity / capillary pressure: {gravity:.1e}")
print(f"critical cavitation bubble radius {bubble:.1f} nm")
print("every check passed")
```

Printed output:

```
gap 40 nm, period 60 nm, mean fill 60 nm
Young angle 60 deg, tension 72 mN/m
line width 40 nm, height 90 nm, modulus 3 GPa
right-wall roughness: rms 1.581 nm, 3 sigma 4.74 nm
mean contour ratio r = 1.02142
smooth force/(gamma L): formula 2.45661, mesh 2.45662
smooth meniscus depth: arc 5.3590 nm, mesh 5.3588 nm
 16 cells across: F/(gamma L) 2.486474, wall sum 2.485835
    max angle error 0.2439 deg, energy -1383.2073 gamma nm^2
 32 cells across: F/(gamma L) 2.486628, wall sum 2.486468
    max angle error 0.0800 deg, energy -1384.4022 gamma nm^2
 64 cells across: F/(gamma L) 2.486667, wall sum 2.486627
    max angle error 0.0231 deg, energy -1384.7027 gamma nm^2
128 cells across: F/(gamma L) 2.486677, wall sum 2.486666
    max angle error 0.0062 deg, energy -1384.7779 gamma nm^2
observed order: force 1.997, energy 1.998
extrapolated F/(gamma L) = 2.486680
band forces/(gamma L), centres -8 and 8 nm: 2.486677, 2.486677
energy-difference F/(gamma L), 64 cells: 2.486676
fill-independent f0: rough 0.95455, smooth 0.95661
half fill F/(gamma L): law 1.72061, energies 1.72062
largest local curvature deviation 0.0329 %
overhanging competitor: energy excess 1362.6 gamma nm^2
gauge pressure -1.8386 MPa
force per length 179.04 mN/m
force per period 10.742 nN
force change due to roughness 1.224 %
right contact line: lowest 62.914 nm, highest 64.698 nm
height at deepest recess 64.693 nm
height at furthest protrusion 62.916 nm
neglected, angle 50 / 70 deg: force +16.3 / -18.5 %
neglected, elastic lean 0.569 nm per wall, force +3.5 %
neglected, Tolman length 0.1 nm: tension change 0.26 %
neglected, line tension 1e-11 N: cos(theta) shift up to 0.0032
neglected, thermal surface roughness at 298 K: 0.211 nm
neglected, adsorbed film (Hamaker 1e-20 J): 0.66 nm
neglected, gravity / capillary pressure: 3.2e-10
critical cavitation bubble radius 82.9 nm
every check passed
```
